# Critical temperature of the miscibility gap in a regular-solution alloy: a numerical check

```python
# Result under test: for the free energy of mixing per mixing site
#   f(x,T) = W x(1-x) + kB T [x ln x + (1-x) ln(1-x)],  W > 0 constant,
# the miscibility gap is symmetric about x = 1/2 and closes at Tc = W/(2 kB).
# x: fraction of species B on the mixing sites; W: mixing energy parameter (eV);
# T: temperature (K); kB: Boltzmann constant (eV/K); m = 2x - 1.
# Binodal: compositions of coexisting phases. Spinodal: zero curvature of f.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize
from scipy.special import gammaln, logsumexp, xlogy

kB = physical_constants["Boltzmann constant in eV/K"][0]
W = 0.12
T_work = 500.0
x_alloy = 0.30
Tc = W / (2 * kB)


def free_energy(x, T, strength=W):
    return strength * x * (1 - x) + kB * T * (xlogy(x, x) + xlogy(1 - x, 1 - x))


def binodal_left(T):
    m = brentq(lambda u: u - np.tanh(u * Tc / T), 1e-3, 1.0, xtol=1e-14)
    return (1 - m) / 2


def spinodal_left(T):
    return (1 - np.sqrt(1 - T / Tc)) / 2


grid = np.linspace(0, 1, 2001)


def hull_gap(T, strength=W):
    """Ends of the longest straight piece of the lower convex hull.
    An arbitrary end-member line is added: it must not affect the gap."""
    values = free_energy(grid, T, strength) + 0.03 - 0.05 * grid
    xs, fs = grid.tolist(), values.tolist()
    hull = []
    for i in range(len(xs)):
        while len(hull) > 1:
            a, b = hull[-2], hull[-1]
            turn = ((xs[b] - xs[a]) * (fs[i] - fs[a])
                    - (fs[b] - fs[a]) * (xs[i] - xs[a]))
            if turn > 0:
                break
            hull.pop()
        hull.append(i)
    corners = grid[hull]
    k = np.argmax(np.diff(corners))
    return corners[k], corners[k + 1]


def hull_critical_temperature(strength=W):
    low, high = 100.0, 2000.0
    for _ in range(25):
        middle = (low + high) / 2
        left, right = hull_gap(middle, strength)
        if right - left > 0.01:
            low = middle
        else:
            high = middle
    return (low + high) / 2


# Critical temperature from the convex hull, without using derivatives
Tc_hull = hull_critical_temperature()
assert abs(Tc_hull / Tc - 1) < 1e-3
# Per-atom energy (half of the atoms mix) wrongly paired with per-site entropy
Tc_mismatch = hull_critical_temperature(W / 2)
assert abs(Tc_mismatch / Tc - 0.5) < 1e-3

# Expansion about the symmetric composition
m_s, W_s, t_s = sp.symbols("m W t", positive=True)
xb, xa = (1 + m_s) / 2, (1 - m_s) / 2
f_s = W_s * xa * xb + t_s * (xb * sp.log(xb) + xa * sp.log(xa))
taylor = [sp.simplify(sp.diff(f_s, m_s, k).subs(m_s, 0) / sp.factorial(k))
          for k in range(1, 5)]
expected = [0, t_s / 2 - W_s / 4, 0, t_s / 12]
assert all(sp.simplify(a - b) == 0 for a, b in zip(taylor, expected))


# Curvature and spinodal from finite differences of f
def curvature(x, T, h=1e-4):
    return (free_energy(x + h, T) - 2 * free_energy(x, T)
            + free_energy(x - h, T)) / h**2


for x in (0.1, 0.3, 0.5, 0.8):
    assert abs(curvature(x, T_work) - (-2 * W + kB * T_work / (x * (1 - x)))) < 1e-5
for T in (300.0, 500.0, 650.0):
    root = brentq(lambda x: curvature(x, T), 0.01, 0.5)
    assert abs(root - spinodal_left(T)) < 1e-5
    left, right = hull_gap(T)
    assert abs(left - binodal_left(T)) < 1e-3
    assert abs(left + right - 1) < 1e-3
for x in (0.05, 0.2, 0.4):
    T_binodal = W * (1 - 2 * x) / (kB * np.log((1 - x) / x))
    assert abs(hull_gap(T_binodal)[0] - x) < 1e-3

# Square-root closing of the gap; the relative correction is of order delta
for delta in (0.01, 0.001):
    m_exact = 1 - 2 * binodal_left(Tc * (1 - delta))
    assert abs(m_exact / np.sqrt(3 * delta) - 1) < delta

# Phase amounts: unconstrained minimisation over both phase compositions
def two_phase(pair):
    x1, x2 = pair
    if not 0 < x1 < x_alloy < x2 < 1:
        return free_energy(x_alloy, T_work)
    p = (x_alloy - x1) / (x2 - x1)
    return (1 - p) * free_energy(x1, T_work) + p * free_energy(x2, T_work)


best = minimize(two_phase, [0.15, 0.70], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-15, "maxiter": 2000})
x_poor = binodal_left(T_work)
x_rich = 1 - x_poor
fraction_rich = (x_alloy - x_poor) / (x_rich - x_poor)
gain = free_energy(x_alloy, T_work) - free_energy(x_poor, T_work)
assert np.allclose(best.x, [x_poor, x_rich], atol=1e-4)
fraction_min = (x_alloy - best.x[0]) / (best.x[1] - best.x[0])
assert abs(fraction_min - fraction_rich) < 1e-4
assert abs(free_energy(x_alloy, T_work) - best.fun - gain) < 1e-9

# Metastable alloy: a small split costs free energy, a large split gains it
x_meta = 0.15
small_split = (free_energy(x_meta - 0.01, T_work)
               + free_energy(x_meta + 0.01, T_work)) / 2 - free_energy(x_meta, T_work)
large_split = free_energy(x_poor, T_work) - free_energy(x_meta, T_work)
assert x_poor < x_meta < spinodal_left(T_work)
assert small_split > 0 > large_split


# Entropy from explicit counting of arrangements
def log_count(N, n):
    return gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)


s_formula = -(xlogy(0.3, 0.3) + xlogy(0.7, 0.7))
s_count = {N: log_count(N, 3 * N // 10) / N for N in (100, 1000000)}
assert abs(s_count[1000000] - s_formula) < 2e-5


# Equal interaction of all pairs: onset of a two-peaked composition distribution
def log_weight(N, n, T):
    return log_count(N, n) - W * n * (N - n) / (N * kB * T)


T_onset = {}
for N in (100, 1000, 10000):
    T_onset[N] = brentq(lambda T: log_weight(N, N // 2 + 1, T)
                        - log_weight(N, N // 2, T), 100, 2000)
    assert abs(T_onset[N] / Tc - 1) < 2 / N
# Composition fluctuations above Tc follow the inverse curvature of f
N = 10000
n = np.arange(N + 1)
logs = log_weight(N, n, 2 * Tc)
prob = np.exp(logs - logsumexp(logs))
variance = np.sum(prob * (n - N / 2)**2) / N
assert abs(variance - kB * 2 * Tc / curvature(0.5, 2 * Tc)) < 5e-3

# All arrangements on a 4x4 periodic square lattice with pair energies (eV)
e_AA, e_BB = -1.00, -0.80
e_AB = (e_AA + e_BB) / 2 + W / 4
sites = 16
occ = (np.arange(2**sites)[:, None] >> np.arange(sites)) & 1
energy = np.zeros(2**sites)
for row in range(4):
    for col in range(4):
        here = occ[:, 4 * row + col]
        for other in (4 * row + (col + 1) % 4, 4 * ((row + 1) % 4) + col):
            there = occ[:, other]
            energy += np.where(here != there, e_AB, np.where(here == 1, e_BB, e_AA))
number_B = occ.sum(axis=1)
for count in range(sites + 1):
    chosen = energy[number_B == count]
    x = count / sites
    mixing = (chosen.mean() - (1 - x) * energy[0] - x * energy[-1]) / sites
    assert abs(mixing - W * x * (1 - x) * sites / (sites - 1)) < 1e-10
    F_exact = -kB * T_work * logsumexp(-chosen / (kB * T_work))
    F_random = chosen.mean() - kB * T_work * np.log(len(chosen))
    assert F_exact <= F_random + 1e-10
    if count == sites // 2:
        excess = (F_random - F_exact) / sites
        mixing_half = mixing
assert excess > 1e-4

# Nearest-neighbour ring: finite fluctuations where mean field diverges
ring = 14
occ = (np.arange(2**ring)[:, None] >> np.arange(ring)) & 1
unlike = np.sum(occ != np.roll(occ, 1, axis=1), axis=1)
number_B = occ.sum(axis=1)
ring_variance = {}
for ratio in (0.7, 1.0, 1.5):
    beta_w = (W / 2) / (kB * ratio * Tc)
    weight = np.exp(-beta_w * unlike)
    value = np.sum(weight * (number_B - ring / 2)**2) / weight.sum() / ring
    assert abs(value / (np.exp(beta_w) / 4) - 1) < 5e-3  # finite ring length
    ring_variance[ratio] = value

print(f"Mixing parameter W = {W:.3f} eV per mixing site")
print(f"Boltzmann constant = {kB:.6e} eV/K")
print(f"Critical temperature W/(2 kB) = {Tc:.2f} K")
print(f"Critical thermal energy kB Tc = {kB * Tc:.4f} eV")
print(f"Critical temperature from convex hull = {Tc_hull:.2f} K")
print(f"Tc with mismatched per-atom energy = {Tc_mismatch:.2f} K")
for T in (300.0, 500.0, 650.0):
    xl, xs = binodal_left(T), spinodal_left(T)
    print(f"T = {T:.0f} K: binodal x = {xl:.4f} and {1 - xl:.4f}")
    print(f"T = {T:.0f} K: spinodal x = {xs:.4f} and {1 - xs:.4f}")
print(f"Worked alloy: x0 = {x_alloy:.2f}, T = {T_work:.0f} K")
print(f"Thermal energy kB T = {kB * T_work:.5f} eV")
print(f"Ratio T/Tc = {T_work / Tc:.4f}")
print(f"Binodal m = {1 - 2 * x_poor:.4f}")
print(f"Mixing energy at x0 = {W * x_alloy * (1 - x_alloy):.5f} eV per site")
print(f"Entropy at x0 = {s_formula:.5f} kB per site")
print(f"Free energy of uniform alloy = {free_energy(x_alloy, T_work):.6f} eV per site")
print(f"Free energy of separated alloy = {free_energy(x_poor, T_work):.6f} eV per site")
print(f"Free-energy gain on separation = {gain:.6f} eV per site")
print(f"B-rich phase fraction = {fraction_rich:.4f}")
print(f"B-poor phase fraction = {1 - fraction_rich:.4f}")
print(f"Curvature of f at x0 = {curvature(x_alloy, T_work):.4f} eV")
print(f"Metastable x = {x_meta:.2f}: change, split by 0.01 = {small_split:.3e} eV")
print(f"Metastable x = {x_meta:.2f}: f(binodal) - f(x) = {large_split:.3e} eV")
for N, value in s_count.items():
    print(f"Counted entropy, x = 0.3, {N} sites = {value:.5f} kB per site")
for N, value in T_onset.items():
    print(f"Two-peak onset, {N} sites = {value:.2f} K")
print(f"Pair energies AA, BB, AB = {e_AA:.2f}, {e_BB:.2f}, {e_AB:.2f} eV")
print(f"4x4 lattice, x = 0.5: mean mixing energy = {mixing_half:.5f} eV per site")
print(f"4x4 lattice, x = 0.5, 500 K: random excess = {excess:.6f} eV per site")
for ratio, value in ring_variance.items():
    print(f"14-site ring, T/Tc = {ratio:.1f}: variance per site = {value:.4f}")
print("every check passed")
```

It prints:

```
Mixing parameter W = 0.120 eV per mixing site
Boltzmann constant = 8.617333e-05 eV/K
Critical temperature W/(2 kB) = 696.27 K
Critical thermal energy kB Tc = 0.0600 eV
Critical temperature from convex hull = 696.25 K
Tc with mismatched per-atom energy = 348.13 K
T = 300 K: binodal x = 0.0105 and 0.9895
T = 300 K: spinodal x = 0.1228 and 0.8772
T = 500 K: binodal x = 0.0947 and 0.9053
T = 500 K: spinodal x = 0.2345 and 0.7655
T = 650 K: binodal x = 0.2828 and 0.7172
T = 650 K: spinodal x = 0.3711 and 0.6289
Worked alloy: x0 = 0.30, T = 500 K
Thermal energy kB T = 0.04309 eV
Ratio T/Tc = 0.7181
Binodal m = 0.8106
Mixing energy at x0 = 0.02520 eV per site
Entropy at x0 = 0.61086 kB per site
Free energy of uniform alloy = -0.001120 eV per site
Free energy of separated alloy = -0.003210 eV per site
Free-energy gain on separation = 0.002090 eV per site
B-rich phase fraction = 0.2533
B-poor phase fraction = 0.7467
Curvature of f at x0 = -0.0348 eV
Metastable x = 0.15: change, split by 0.01 = 4.907e-06 eV
Metastable x = 0.15: f(binodal) - f(x) = -2.972e-04 eV
Counted entropy, x = 0.3, 100 sites = 0.58642 kB per site
Counted entropy, x = 0.3, 1000000 sites = 0.61086 kB per site
Two-peak onset, 100 sites = 703.21 K
Two-peak onset, 1000 sites = 696.97 K
Two-peak onset, 10000 sites = 696.34 K
Pair energies AA, BB, AB = -1.00, -0.80, -0.87 eV
4x4 lattice, x = 0.5: mean mixing energy = 0.03200 eV per site
4x4 lattice, x = 0.5, 500 K: random excess = 0.003923 eV per site
14-site ring, T/Tc = 0.7: variance per site = 1.0410
14-site ring, T/Tc = 1.0: variance per site = 0.6795
14-site ring, T/Tc = 1.5: variance per site = 0.4869
every check passed
```
